# Slater integrals of a pseudized 3d orbital and their one-centre corrections

**Question**

I am trying to understand exact exchange in PAW on the smallest case I could think of: one Slater 3d orbital, $R(r)\propto r^2e^{-\zeta r}$, with $\zeta=4\ \text{bohr}^{-1}$. I replaced it inside $r_c=1.2$ bohr by a smooth polynomial that joins on at $r_c$. I did not conserve the norm.

I want $F^0$, $F^2$ and $F^4$. From the pseudo density they come out far too small. I know a compensation charge has to be added, but then the integrals are still not the all-electron ones, and I no longer see what the compensation is for. If a one-centre correction is needed anyway, why not correct the bare pseudo density directly? What correction does each density (all-electron, bare pseudo, compensated) require?

**Answer**

The bare pseudo density has the wrong multipole moments, so its error includes an interaction between the sphere and whatever lies outside it. A number tabulated for the atom cannot know that part. Compensation removes it, and what remains is confined to the sphere.

**Definitions**

I use Hartree atomic units. Let $u=rR$, normalized by $\int_0^\infty u^2dr=1$, and let $\tilde u$ be the pseudo orbital, with $\tilde u=u$ for $r\ge r_c$. For a radial density $\rho(r)$, with the factor $r^2$ already included, define

$$F^k[\rho]=\int_0^\infty\!\!\int_0^\infty \rho(r)\rho(s)\,\frac{r_<^k}{r_>^{k+1}}\,dr\,ds .$$

A product of two $d$ harmonics contains only the multipoles $k=0,2,4$, by parity and the triangle rule. The orbital is frozen, the Coulomb interaction is unscreened, and one partial wave with amplitude one describes the orbital inside the sphere.

**The all-electron reference**

Put $a=2\zeta$. Then $u^2=N^2r^6e^{-ar}$ with $N^2=a^7/6!$. The two orderings of $r$ and $s$ contribute equally, so take $s>r$ and double:

$$F^k=2N^4\int_0^\infty dr\,r^{6+k}e^{-ar}\int_r^\infty ds\,s^{5-k}e^{-as}.$$

Repeated integration by parts gives the inner integral,

$$\int_r^\infty s^{5-k}e^{-as}ds=e^{-ar}\sum_{j=0}^{5-k}\frac{(5-k)!}{j!}\,\frac{r^j}{a^{6-k-j}} .$$

The remaining integrals are $\int_0^\infty r^{6+k+j}e^{-2ar}dr=(6+k+j)!/(2a)^{7+k+j}$. The powers of $a$ combine to $a^{14-(6-k-j)-(7+k+j)}=a=2\zeta$, hence

$$\frac{F^k}{\zeta}=\frac{4}{(6!)^2}\sum_{j=0}^{5-k}\frac{(5-k)!}{j!}\,\frac{(6+k+j)!}{2^{7+k+j}} .$$

For $k=4$ there are two terms:

$$\frac{10!}{2^{11}}+\frac{11!}{2^{12}}=\frac{13\cdot10!}{2^{12}},\qquad 10!=7\,(6!)^2,\qquad \frac{F^4}{\zeta}=\frac{4\cdot13\cdot7}{4096}=\frac{91}{1024}.$$

The same sum gives $F^0/\zeta=793/3072$ and $F^2/\zeta=2093/15360$. With $\zeta=4$, the three integrals are 1.0326, 0.5451 and 0.3555 hartree. The all-electron density needs no correction.

**The pseudo orbital**

Let $x=r/r_c$ and $\beta=\zeta r_c=4.8$. The true orbital is $u=u(r_c)\,x^3e^{-\beta(x-1)}$. Choose, for $x<1$,

$$\tilde u=u(r_c)\,x^3(c_0+c_1x^2+c_2x^4).$$

Both contain the factor $x^3$, so $u$ and $\tilde u$ agree in value, slope and curvature at $x=1$ if the polynomial and the exponential do:

$$c_0+c_1+c_2=1,\qquad 2c_1+4c_2=-\beta,\qquad 2c_1+12c_2=\beta^2 .$$

Subtracting the second equation from the third gives $c_2=\beta(\beta+1)/8=3.48$. Then $c_1=-\beta/2-2c_2=-9.36$ and $c_0=1-c_1-c_2=6.88$.

**Split the double integral at $r_c$**

The points $r$ and $s$ can both be inside, both outside, or one on each side. In the mixed case the inner point is always the smaller radius, so the kernel factorizes into $r^k\cdot s^{-k-1}$. Two equal mixed regions give a factor 2:

$$F^k[\rho]=I_k[\rho]+2M_k[\rho]\,T_k+O_k .$$

Here $I_k$ and $O_k$ are the double integral with both points inside and both outside, and

$$M_k[\rho]=\int_0^{r_c}\rho\,r^k\,dr,\qquad T_k=\int_{r_c}^\infty\frac{u^2}{r^{k+1}}\,dr .$$

All densities considered here coincide outside $r_c$, so they share $T_k$ and $O_k$. The outside world sees the inside of the sphere through the single number $M_k$.

**What the bare density requires**

Define the missing moment $Q_k=M_k[u^2]-M_k[\tilde u^2]$. Subtracting the split forms gives

$$F^k[u^2]-F^k[\tilde u^2]=\underbrace{I_k[u^2]-I_k[\tilde u^2]}_{\text{one-centre}}+\underbrace{2Q_kT_k}_{\text{depends on the tail}} .$$

The first part can be tabulated for the atom. The second cannot, because $T_k$ changes when bonding or confinement changes the orbital outside the sphere. You may compute the full difference for one isolated atom, but it is then a correction for that tail only.

Norm conservation would make $Q_0=0$ and cure $F^0$ of this term. It does not by itself impose $Q_2=0$ or $Q_4=0$.

**What the compensated density requires**

Add a charge inside the sphere that restores the moment, separately in each multipole channel:

$$\hat\rho_k=\tilde u^2+Q_k\,r^2g_k,\qquad r^2g_k=A_k\,x^{k+2}(1-x^2)^2\quad(x<1).$$

The amplitude follows from requiring a unit $k$-th moment:

$$1=A_kr_c^{k+1}\!\int_0^1\!x^{2k+2}(1-2x^2+x^4)dx=A_kr_c^{k+1}\left[\frac1{2k+3}-\frac2{2k+5}+\frac1{2k+7}\right].$$

Over a common denominator the bracket is $8/[(2k+3)(2k+5)(2k+7)]$, so

$$A_k=\frac{(2k+3)(2k+5)(2k+7)}{8\,r_c^{k+1}} .$$

Now $M_k[\hat\rho_k]=M_k[u^2]$. The mixed terms cancel on subtraction, and

$$\boxed{\;\Delta_k\equiv F^k[u^2]-F^k[\hat\rho_k]=I_k[u^2]-I_k[\hat\rho_k]\;}$$

contains nothing from outside the sphere. Compensation therefore makes the error local; it does not have to make it small.

The density $\hat\rho_k$ carries an index because a spherical compensation charge acts in the $k=0$ channel alone. It removes the tail term from $F^0$, leaving the one-centre $\Delta_0$ still to be added, and leaves the missing moments in $F^2$ and $F^4$ untouched.

**Evaluating the pieces**

For the all-electron orbital, integration by parts with $y=ar_c=9.6$ gives

$$M_k[u^2]=\frac{N^2(6+k)!}{a^{7+k}}\Big[1-e^{-y}\sum_{j=0}^{6+k}\frac{y^j}{j!}\Big],\qquad
T_k=\frac{N^2(5-k)!}{a^{6-k}}\,e^{-y}\sum_{j=0}^{5-k}\frac{y^j}{j!}.$$

The pseudo and compensated densities are polynomials $\sum_np_nx^n$ inside the sphere, so

$$M_k=r_c^{k+1}\sum_n\frac{p_n}{n+k+1}.$$

For $I_k$, the two length elements give $r_c^2$ and the kernel gives $1/r_c$. When the point carrying $x^i$ is the inner one,

$$\int_0^1dy\,y^{j-k-1}\int_0^ydx\,x^{i+k}=\frac1{(i+k+1)(i+j+1)} .$$

The other ordering exchanges $i$ and $j$, which doubles the result after summation over both indices:

$$I_k=r_c\sum_{i,j}\frac{2p_ip_j}{(i+k+1)(i+j+1)} .$$

As a hand check, take the pseudo charge. Squaring the polynomial gives coefficients 47.3344, −128.7936, 135.4944, −65.1456 and 12.1104 for $x^6,x^8,\dots,x^{14}$, each multiplied by $u(r_c)^2=0.7675^2$. Dividing them by 7, 9, 11, 13 and 15 and adding gives 0.5655, so

$$M_0[\tilde u^2]=1.2\times0.7675^2\times0.5655=0.3997 .$$

The all-electron charge in the sphere is 0.8426, and $Q_0=0.8426-0.3997=0.4428$ from the unrounded values. The pieces for all three channels are as follows, with $M_k$ and $Q_k$ in $\text{bohr}^k$ and $T_k$ in $\text{bohr}^{-k-1}$.

| $k$ | $M_k[u^2]$ | $M_k[\tilde u^2]$ | $Q_k$ | $T_k$ |
|---|---|---|---|---|
| 0 | 0.8426 | 0.3997 | 0.4428 | 0.1118 |
| 2 | 0.5428 | 0.3490 | 0.1939 | 0.0590 |
| 4 | 0.4516 | 0.3433 | 0.1084 | 0.0327 |

The all-electron integrals $I_k[u^2]$ and $O_k$ are not polynomial; they are evaluated by numerical quadrature of the double integral in the numerical check. The in-sphere integrals, in hartree, are:

| $k$ | $I_k[u^2]$ | $I_k[\tilde u^2]$ | $I_k[\hat\rho_k]$ |
|---|---|---|---|
| 0 | 0.8279 | 0.1598 | 0.8127 |
| 2 | 0.4682 | 0.1077 | 0.3267 |
| 4 | 0.3156 | 0.0797 | 0.1606 |

For $k=0$, with $O_0=0.0163$ hartree, the split form reproduces the reference: $0.8279+2(0.8426)(0.1118)+0.0163=1.0326$ hartree.

**The three answers**

The Slater integrals in hartree are:

| $k$ | all-electron | bare pseudo | compensated |
|---|---|---|---|
| 0 | 1.0326 | 0.2655 | 1.0173 |
| 2 | 0.5451 | 0.1616 | 0.4035 |
| 4 | 0.3555 | 0.1125 | 0.2005 |

The amounts to be added, also in hartree, are:

| $k$ | bare: one-centre part | bare: $2Q_kT_k$ | compensated: $\Delta_k$ |
|---|---|---|---|
| 0 | 0.6681 | 0.0990 | 0.0152 |
| 2 | 0.3606 | 0.0229 | 0.1415 |
| 4 | 0.2359 | 0.0071 | 0.1550 |

In eV, the all-electron integrals are 28.10, 14.83 and 9.67. The total bare deficits are 20.87, 10.43 and 6.61, and the compensated corrections are 0.41, 3.85 and 4.22.

The compensated $F^0$ is already close to the reference, but $F^4$ still lacks 0.155 of 0.355 hartree. The right multipole moment does not guarantee the right interaction energy within the sphere.

**Change the environment**

To see why the tail term matters, keep the inside fixed and multiply the orbital outside by $1+10(x-1)^3$. This factor leaves the value, slope and curvature at $r_c$ unchanged and raises the outside charge from 0.157 to 0.542. The result is a test density, deliberately not renormalized.

The deficit of the bare density in $F^0$ rises from 0.767 to 0.920 hartree. An atomic correction of 0.767 hartree would thus leave an error of 0.153 hartree. For $k=2$ the deficit moves from 0.383 to 0.399 hartree, and for $k=4$ from 0.243 to 0.245 hartree. All three $\Delta_k$ stay the same, as the boxed equation requires.

In a real calculation the amplitude $c$ of the partial wave may change too. For real $c$ the density inside scales as $c^2$, and the correction as $c^4\Delta_k$. With several radial partial waves sharing the same angular function, each pair $u_iu_j$ has its own missing moment and compensated density $\hat\rho_{ij}$. Because the double integral is bilinear, $\Delta_k$ becomes a table with four indices: the in-sphere interaction of $u_iu_j$ with $u_lu_m$, minus that of $\hat\rho_{ij}$ with $\hat\rho_{lm}$. It is contracted with the four amplitudes.

**Do not read physics into $\Delta_k$ alone**

The split between $F^k[\hat\rho_k]$ and $\Delta_k$ depends on the chosen shape $g_k$. If the compensation charge ends at 0.96 bohr instead of 1.2 bohr, the results in hartree are:

| $k$ | compensated $F^k$ | $\Delta_k$ |
|---|---|---|
| 0 | 1.0956 | −0.0630 |
| 2 | 0.5882 | −0.0431 |
| 4 | 0.3610 | −0.0055 |

All three corrections have changed sign, yet each sum is still the all-electron value. One contribution to this change is easy to trace. For a shape of radius $r_g$ with unit moment, the amplitude scales as $r_g^{-k-1}$. Its self-interaction scales as the amplitude squared times $r_g$, hence as $r_g^{-2k-1}$, and grows when the charge is squeezed. The interaction with $\tilde u^2$ changes as well; the table contains both effects.

So the small $\Delta_0$ of the wider shape is not a measure of the quality of the pseudo orbital. The smooth part and the one-centre part must use the same $g_k$.

**From $F^k$ to exchange**

Take the $d_{z^2}$ orbital, whose angular density is $\frac{5}{4\pi}P_2^2$. Comparing powers of $\cos\theta$ gives

$$P_2^2=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4 .$$

The density times $r^2$ is therefore $\frac{u^2}{4\pi}\sum_k(2k+1)b_kP_k$, with $b_0=1$ and $b_2=b_4=\frac27$. Averaged over azimuth, the Coulomb kernel is $\sum_k(r_<^k/r_>^{k+1})P_k(\cos\theta)P_k(\cos\theta')$. Using $\int_{-1}^1P_k^2\,d\cos\theta=2/(2k+1)$, the angular factor of $F^k$ is

$$\left[\frac{2\pi}{4\pi}(2k+1)b_k\frac{2}{2k+1}\right]^2=b_k^2 .$$

The self-Coulomb integral is thus

$$W=F^0+\tfrac4{49}(F^2+F^4).$$

It equals 1.1061 hartree for the all-electron density, 0.2879 for the bare pseudo density and 1.0666 for the compensated one. With the original, wider shape, the one-centre correction is

$$0.0152+\tfrac4{49}(0.1415+0.1550)=0.0394\ \text{hartree}=1.07\ \text{eV}.$$

For one electron in this orbital the exchange energy is $-W/2$, so its one-centre correction is $-0.0197$ hartree. The Hartree energy receives the opposite amount, and the self-interaction cancels as it should.

**When this fails**

The cancellation needs three things. The partial waves must describe the orbital inside the sphere; if they do not, $\Delta_k$ corrects the wrong density. Augmentation spheres must not overlap, since otherwise part of a neighbour's difference charge (all-electron minus compensated) lies inside this sphere, where the kernel does not factorize, and it sees more than the moment $M_k$. And the kernel must factorize as $r^k s^{-k-1}$ across the boundary. A screened interaction in general does not, so matching these moments then need not remove the cross term.

The numerical check below compares the formulas with direct radial quadrature, and $W$ of the compensated density with a three-dimensional Fourier integral.

## Table of computed values

```
zeta = 4.0 1/bohr, rc = 1.2 bohr, u(rc) = 0.767501 bohr^-1/2
pseudo coefficients c0, c1, c2 = 6.8800, -9.3600, 3.4800
charge outside rc = 0.157447 e; changed tail 0.541502 e
k=0: F/zeta all-electron = 793/3072 (hartree bohr)
  moments AE, pseudo, Q = 0.842553, 0.399727, 0.442826 bohr^0
  shape amplitude A = 10.937500 bohr^-1; T = 0.111753 bohr^-1
  I AE, pseudo, compensated = 0.827898, 0.159822, 0.812673 hartree; O = 0.016338 hartree
  F AE, pseudo, compensated = 1.032552, 0.265502, 1.017327 hartree
  bare deficit = 0.767051 = in-sphere 0.668076 + cross 0.098974 hartree
  compensated one-centre correction = 0.015226 hartree
  changed tail: bare deficit 0.920325, compensated 0.015226 hartree
  narrow shape (radius 0.96 bohr): F = 1.095580, correction = -0.063028 hartree
  in eV: F AE 28.097, bare deficit 20.873, comp. correction 0.414
k=2: F/zeta all-electron = 2093/15360 (hartree bohr)
  moments AE, pseudo, Q = 0.542845, 0.348986, 0.193859 bohr^2
  shape amplitude A = 50.130208 bohr^-3; T = 0.058990 bohr^-3
  I AE, pseudo, compensated = 0.468242, 0.107690, 0.326723 hartree; O = 0.012764 hartree
  F AE, pseudo, compensated = 0.545052, 0.161628, 0.403533 hartree
  bare deficit = 0.383424 = in-sphere 0.360552 + cross 0.022872 hartree
  compensated one-centre correction = 0.141519 hartree
  changed tail: bare deficit 0.398708, compensated 0.141519 hartree
  narrow shape (radius 0.96 bohr): F = 0.588167, correction = -0.043115 hartree
  in eV: F AE 14.832, bare deficit 10.433, comp. correction 3.851
k=4: F/zeta all-electron = 91/1024 (hartree bohr)
  moments AE, pseudo, Q = 0.451646, 0.343256, 0.108390 bohr^4
  shape amplitude A = 107.753424 bohr^-5; T = 0.032674 bohr^-5
  I AE, pseudo, compensated = 0.315566, 0.079704, 0.160563 hartree; O = 0.010389 hartree
  F AE, pseudo, compensated = 0.355469, 0.112524, 0.200466 hartree
  bare deficit = 0.242945 = in-sphere 0.235862 + cross 0.007083 hartree
  compensated one-centre correction = 0.155003 hartree
  changed tail: bare deficit 0.245198, compensated 0.155003 hartree
  narrow shape (radius 0.96 bohr): F = 0.360975, correction = -0.005507 hartree
  in eV: F AE 9.673, bare deficit 6.611, comp. correction 4.218
d_z2 self-Coulomb W: AE 1.106064, pseudo 0.287881, compensated 1.066633 hartree
W compensated by 3D Fourier integral = 1.066633 hartree
W one-centre correction (compensated) = 0.039431 hartree = 1.073 eV
```
